# Mullins' coefficient for surface diffusion and the smoothing of a thin film

## Problem

A hot crystalline film changes shape because atoms wander over its surface and settle, on average, where the surface energy is lowered. When this is the only transport, and neither the surface energy nor the surface diffusivity depends on orientation, the surface moves along its outward normal with the speed

$$v_n=B\,\frac{\partial^2\kappa}{\partial s^2},\tag{1}$$

where $s$ is the arc length along the profile and $\kappa$ is its curvature, counted positive on a hill. The profile is taken to be the same at every position along the third direction. The constant $B$ is Mullins' coefficient.

The data are the surface diffusivity $D=10^{-10}$ m²/s, the surface energy $\gamma=1$ J/m², the atomic volume $\Omega=2\times10^{-29}$ m³, the number of surface sites per area $\nu=10^{19}$ m⁻², and the temperature $T=1000$ K.

(a) Express $B$ through these quantities and find its value.

(b) A film of mean thickness $h_0=50$ nm carries a sinusoidal ripple of wavelength $\lambda=500$ nm and amplitude 5 nm. How long does the amplitude take to fall by a factor $e$?

(c) Which neglected effects matter most for these numbers?

The film covers its substrate everywhere and is free of stress. The diffusivity $D$ is an average over all $\nu$ surface atoms per area, most of which are at rest at any moment.

## First estimate by scaling

Consider a bump of height $a$ and lateral size $\ell$, with $a\ll\ell$. Its curvature is about $a/\ell^2$. An atom placed on it costs an extra surface energy of about $\gamma\Omega a/\ell^2$, since $\gamma\times$curvature is an energy per volume. This energy falls off over the distance $\ell$, so the force on an atom is about $\gamma\Omega a/\ell^3$.

An atom with diffusivity $D$ drifts at $D/(k_BT)$ times the force. With $\nu$ atoms per area, the number crossing a unit length of line per time is

$$J\sim \nu\,\frac{D}{k_BT}\,\frac{\gamma\Omega a}{\ell^3}.$$

This flow drains the bump over the length $\ell$, and each departing atom removes the volume $\Omega$. The height therefore falls at the rate

$$\frac{\Omega J}{\ell}\sim\frac{D\gamma\Omega^2\nu}{k_BT}\,\frac{a}{\ell^4}.$$

Equation (1) gives $B\times(a/\ell^2)/\ell^2$ for the same rate. Hence $B\sim D\gamma\Omega^2\nu/(k_BT)$, up to a numerical factor that scaling cannot supply.

Dimensions alone would not have sufficed. The combinations $\gamma\Omega^{2/3}/(k_BT)$ and $\nu\Omega^{2/3}$ are pure numbers, and any power of them could multiply the answer. The physical argument fixes the powers.

With $k_BT$ rounded to $10^{-20}$ J,

$$B\sim\frac{10^{-10}\times1\times4\times10^{-58}\times10^{19}}{10^{-20}}\ \text{m}^4/\text{s}=4\times10^{-29}\ \text{m}^4/\text{s}.$$

For the ripple, take $\ell$ as the distance from a crest to the nearest point of mean height, $\lambda/4=125$ nm. Since 1 m⁴ is $10^{36}$ nm⁴, the decay time is about

$$\frac{\ell^4}{B}\sim\frac{(125\ \text{nm})^4}{4\times10^{7}\ \text{nm}^4/\text{s}}\approx 6\ \text{s}.$$

## Exact solution

### Energy of an added atom

Let the profile be $h(x,t)$, and let subscripts denote derivatives. Per unit depth, the surface energy is

$$E=\gamma\int\sqrt{1+h_x^2}\;dx .$$

Add a little material, $\delta h(x)$, near one place. To first order,

$$\delta E=\gamma\int\frac{h_x}{\sqrt{1+h_x^2}}\,\delta h_x\,dx
=-\gamma\int\frac{d}{dx}\!\left(\frac{h_x}{\sqrt{1+h_x^2}}\right)\delta h\,dx .$$

The second form follows by partial integration; the boundary term vanishes because $\delta h$ is zero away from the chosen place. The derivative in the bracket is

$$\frac{h_{xx}}{(1+h_x^2)^{1/2}}-\frac{h_x^2h_{xx}}{(1+h_x^2)^{3/2}}
=\frac{h_{xx}}{(1+h_x^2)^{3/2}}=-\kappa .$$

The last sign expresses the convention: on a hilltop $h_{xx}<0$, so $\kappa>0$. Thus $\delta E=\gamma\int\kappa\,\delta h\,dx$, and the energy per added volume is $\gamma\kappa$. One atom adds the volume $\Omega$, so its chemical potential, measured from that of a flat surface, is

$$\mu=\gamma\Omega\kappa.\tag{2}$$

Atoms on hills have the higher chemical potential. The interface with the substrate does not enter, because moving atoms over the top of a continuous film leaves that interface unchanged.

### Flux along the surface

The drift speed follows from equilibrium. Let independent particles of density $n$ feel a force $F=-dU/ds$, and let their drift speed be $MF$. Their flux is

$$J=-D\frac{dn}{ds}+nMF .$$

In equilibrium $n\propto e^{-U/k_BT}$, so $dn/ds=nF/(k_BT)$, and the flux must vanish:

$$0=-\frac{DnF}{k_BT}+nMF\quad\Longrightarrow\quad M=\frac{D}{k_BT}.$$

On the crystal surface the driving force per atom is $-\partial\mu/\partial s$, and $\nu$ atoms per area respond with the average diffusivity $D$. Therefore

$$J=-\frac{D\nu}{k_BT}\frac{\partial\mu}{\partial s}.\tag{3}$$

A more detailed picture shows what $D$ means and when (3) holds. Suppose that the transport is carried by a dilute population of adatoms, atoms sitting on top of the surface layer, with diffusivity $D_a$. If they are in local equilibrium with the surface beneath them, their density is $n_a=n_0e^{\mu/k_BT}$, where $n_0$ belongs to a flat surface. Their diffusion flux is

$$-D_a\frac{\partial n_a}{\partial s}=-\frac{D_an_0}{k_BT}\,e^{\mu/k_BT}\frac{\partial\mu}{\partial s}.$$

For $|\mu|\ll k_BT$ the exponential is close to 1, and this is (3) with $D\nu=D_an_0$. A value measured for single adatoms must therefore be combined with the adatom density $n_0$. Combining it with the full site density would overestimate $B$ by the factor $\nu/n_0$.

### Conservation of atoms

Take a strip of surface between $s$ and $s+ds$, of unit depth. Per unit time it gains $J(s)-J(s+ds)=-(\partial J/\partial s)\,ds$ atoms. They bring a volume $\Omega$ each, which is spread over the area $ds$. The surface advances at

$$v_n=-\Omega\frac{\partial J}{\partial s}
=\frac{D\nu\Omega}{k_BT}\frac{\partial^2\mu}{\partial s^2}
=\frac{D\gamma\Omega^2\nu}{k_BT}\frac{\partial^2\kappa}{\partial s^2},$$

where (3) and then (2) have been inserted. The two minus signs cancel. Comparison with (1) gives

$$\boxed{B=\frac{D\gamma\Omega^2\nu}{k_BT}}\tag{4}$$

One factor $\Omega$ converts surface energy per volume into energy per atom; the other converts arriving atoms into volume. The units are (m²/s)(J/m²)(m⁶)(m⁻²)/J = m⁴/s, as (1) requires: the left side is in m/s and $\partial^2\kappa/\partial s^2$ is in m⁻³.

### Value of the coefficient

The thermal energy is

$$k_BT=1.380649\times10^{-23}\times1000\ \text{J}=1.3806\times10^{-20}\ \text{J},$$

and the numerator of (4) is

$$10^{-10}\times1\times(2\times10^{-29})^2\times10^{19}=4.000\times10^{-49}\ \text{J m}^4/\text{s}.$$

Their quotient answers part (a):

$$B=2.897\times10^{-29}\ \text{m}^4/\text{s}\approx2.9\times10^{-29}\ \text{m}^4/\text{s},$$

or $2.9\times10^{7}$ nm⁴/s. The further digits are kept below to make the arithmetic traceable; the input data do not justify them physically.

The size becomes easier to grasp if (4) is written as

$$B=D\times\frac{\gamma\Omega}{k_BT}\times\nu\Omega .$$

The length $\gamma\Omega/(k_BT)=1.449$ nm is the radius of curvature at which the energy (2) would equal $k_BT$. The length $\nu\Omega=0.2$ nm is the thickness of the layer of surface atoms. In m⁴/s the coefficient looks tiny because the already small number $D=10^{-10}$ m²/s is multiplied by these two short lengths.

### Decay of the ripple

When the slope is small, $ds=\sqrt{1+h_x^2}\,dx\approx dx$, $v_n=h_t/\sqrt{1+h_x^2}\approx h_t$ and $\kappa\approx-h_{xx}$. The relative corrections are of second order in the slope. Equation (1) becomes

$$h_t=-B\,h_{xxxx}.\tag{5}$$

Insert $h=h_0+a(t)\sin qx$ with $q=2\pi/\lambda$. Four derivatives of the sine return $q^4\sin qx$, so

$$\frac{da}{dt}=-Bq^4a,\qquad a(t)=a(0)\,e^{-t/\tau},\qquad \tau=\frac{1}{Bq^4}=\frac{\lambda^4}{(2\pi)^4B}.\tag{6}$$

For $\lambda=500$ nm, $q=0.01257$ nm⁻¹ and $q^4=2.494\times10^{-8}$ nm⁻⁴. Hence

$$\tau=\frac{1}{2.897\times10^{7}\times2.494\times10^{-8}}\ \text{s}=1.384\ \text{s}\approx1.4\ \text{s},$$

which answers part (b). At half the wavelength the time is 16 times shorter, about 0.09 s. Fine roughness disappears long before broad undulations do.

A numerical model tests the curvature potential (2), the prefactor in (4) and the wavelength law (6); the flux law (3) is built into it and is not tested by it. The surface is divided into columns 6.25 nm wide. The chemical potential of each column is the derivative of the total surface length, times $\gamma$, with respect to the atoms in it, and neighbouring columns exchange atoms according to (3). For a ripple of amplitude 0.1 nm and wavelength 500 nm, the decay rate divided by $q^4$ is $2.894\times10^{-29}$ m⁴/s. Halving the wavelength raises the rate by a factor 15.95.

Both small deviations come from the column width $w$. A second difference replaces $q^2$ by $[(2/w)\sin(qw/2)]^2\approx q^2[1-(qw)^2/12]$. It acts twice, so the rate is lowered by the fraction $(qw)^2/6$. This is 0.10 % for the long ripple and 0.41 % for the short one, which accounts for both numbers.

### What this says about dewetting

The capillary time of the film is

$$\frac{h_0^4}{B}=\frac{(50\ \text{nm})^4}{2.897\times10^{7}\ \text{nm}^4/\text{s}}=0.216\ \text{s}.$$

By (6) it is the decay time of a ripple with $q=1/h_0$, that is, with wavelength $2\pi h_0\approx314$ nm. It sets the time unit for shape changes on the scale of the thickness. It is not the time in which the film breaks up, which depends on the distance that material must travel and on the contact angle at the substrate.

According to (6), every small ripple decays, whatever its wavelength. Within this model a continuous film whose thickness varies by much less than $h_0$ does not dewet spontaneously, even if separate islands would have a lower total energy. Its break-up needs an ingredient absent from (5), such as an existing hole or film edge, where the substrate is exposed and a contact angle has to be satisfied. This does not extend to films with deep, flat-bottomed, steep-walled trenches: a fourth-order equation can lower the floor of such a trench further before levelling it, by about 5 % of the step height next to a single wall according to (5), and so expose the substrate if little material is left there.

## Comparison of the two

The scaling estimate gave $B\sim4\times10^{-29}$ m⁴/s, which is 1.38 times the exact value. This whole factor comes from rounding $k_BT$ to $10^{-20}$ J. The unknown numerical factor in front of $D\gamma\Omega^2\nu/(k_BT)$ turns out to be 1, given that $B$ is defined by (1).

The estimated decay time of 6 s is 4.4 times too long. Here the choice of $\ell$ matters. The exact result is $\ell^4/B$ with $\ell=\lambda/2\pi=80$ nm, whereas the estimate used $\lambda/4=125$ nm. The fourth power turns the modest ratio $2\pi/4=1.57$ into 6.09, and the rounding of $k_BT$ takes back the factor 1.38. Choosing $\ell=\lambda$ would have overestimated the time by $(2\pi)^4\approx1560$ at the correct $B$. For a fourth-order law, scaling gives the dependence on the parameters reliably, but an absolute time needs the correct length.

## Neglected effects

**Anisotropy.** Let the surface energy depend on the inclination $\theta$, with $\gamma'(0)=0$. For small slope $\theta\approx h_x$, the energy per length in $x$ is

$$\gamma(\theta)\sqrt{1+h_x^2}\approx\gamma(0)+\tfrac12\left[\gamma(0)+\gamma''(0)\right]h_x^2 .$$

An isotropic surface has $\tfrac12\gamma h_x^2$ in the last term, so the stiffness $\gamma+\gamma''$ takes the place of $\gamma$ in $B$. For $\gamma=\gamma_0(1+\varepsilon\cos4\theta)$ it equals $\gamma_0(1+\varepsilon-16\varepsilon)=\gamma_0(1-15\varepsilon)$ at $\theta=0$. A variation of $\varepsilon=0.02$, chosen as an illustration, reduces $B$ to 0.70 of its value with $\gamma_0=1$ J/m² and lengthens $\tau$ to 2.0 s, the other inputs being fixed. Here the flat film has the highest energy. With $\varepsilon=-0.02$ it has the lowest; $B$ is then raised by 30 % and $\tau$ shortened to 1.1 s. This holds for a smooth minimum of $\gamma(\theta)$. A facet corresponds to a cusp instead, where the stiffness is not finite and (5) does not apply. For $\varepsilon>1/15$ the stiffness is negative at $\theta=0$, the ripple would grow, and (5) no longer describes the surface.

**Site density.** If atoms occupied cubes of volume $\Omega$, the site density would be $\Omega^{-2/3}=1.36\times10^{19}$ m⁻². Using it at fixed $D$ raises $B$ by 36 %. This is denser than any plane of an fcc or bcc metal with this $\Omega$. For fcc, with lattice constant $(4\Omega)^{1/3}=0.431$ nm, the density (plane spacing divided by $\Omega$) is $1.24\times10^{19}$ m⁻² on (111) and $0.76\times10^{19}$ m⁻² on (110), a change of $B$ by +24 % and −24 %. If the product $D\nu$ has been measured directly, this uncertainty disappears.

**Temperature.** Let $D\propto e^{-E/k_BT}$, with the other inputs fixed. Then $\ln B=-E/(k_BT)-\ln T+\text{const}$, and

$$\frac{d\ln B}{d\ln T}=\frac{E}{k_BT}-1 .$$

For a rough activation energy of 1 eV this is 10.6 at 1000 K. A rise of 10 K, only 1 % of $T$, raises $B$ by 11 %, and a fall of 10 K lowers it by 10 %. The sensitivity grows with $E$; at 2 eV the rise is 25 %.

**Diffusion through the film.** Inside the film the flux is $-D_v\nabla\mu/(\Omega k_BT)$, where $D_v$ is the volume diffusivity. The transport is carried by vacancies, whose own diffusivity exceeds $D_v$ by the inverse of their small concentration, so their distribution adjusts in a time far shorter than $\tau$. In this quasi-steady state, and with no vacancy sources or sinks inside the film, $\nabla^2\mu=0$. With no flux through the bottom at $y=0$, $\mu\propto\cosh(qy)\sin qx$, so the gradient at the top is $q\tanh(qh_0)$ times the surface value $\gamma\Omega\kappa$. Multiplying the flux by $\Omega$, with $\kappa=q^2a\sin qx$, gives the additional decay rate

$$\frac{D_v\gamma\Omega q^3\tanh(qh_0)}{k_BT}.$$

Its ratio to $Bq^4$ is $D_v\tanh(qh_0)/(D\nu\Omega q)$. With a rough $D_v=10^{-14}$ m²/s and $\tanh(0.628)=0.557$,

$$\frac{10^{-4}\times0.557}{0.2\times0.01257}=0.022 .$$

Volume diffusion adds about 2 %. At longer wavelengths $\tanh(qh_0)\approx qh_0$, and the share levels off at $D_vh_0/(D\nu\Omega)=2.5$ %. Both numbers depend on the closed bottom. If the interface held $\mu=0$ by creating and absorbing vacancies, $\coth(qh_0)$ would replace $\tanh(qh_0)$, giving 7 % here and a share that grows with wavelength.

**Evaporation.** In equilibrium a surface emits as many atoms as arrive from the vapour, if all of them stick. The vapour density is $p/(k_BT)$ and the one-way average speed is

$$\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv^2/2k_BT}dv=\sqrt{\frac{k_BT}{2\pi m}},$$

so the emitted flux is $j=p/\sqrt{2\pi mk_BT}$. For a rough vapour pressure of $10^{-5}$ Torr and atomic mass of 100 u, a surface in vacuum recedes by $\Omega j\tau=0.31$ nm during $\tau$. A crest emits more by the fraction $\gamma\Omega\kappa/(k_BT)$. The resulting extra smoothing, relative to that by surface diffusion, is $\Omega j\tau\,(\gamma\Omega/k_BT)\,q^2=7\times10^{-5}$.

**Finite amplitude.** For the 5 nm ripple the largest slope is $aq=0.063$. In the column model the decay rate, averaged over the first second, is 0.16 % lower than for the 0.1 nm ripple. At the crest $\mu/(k_BT)=1.1\times10^{-3}$, so replacing the exponential by 1 in the flux is well justified.

For the values assumed, the answer to part (c) is that anisotropy of the surface energy is the largest of the neglected effects estimated in this section. The illustrative $|\varepsilon|=0.02$ changes $B$ by 30 % and $\tau$ by +43 % or −23 %. Volume diffusion follows at 2 %; finite amplitude and evaporation are much smaller. This ranking is for a single-crystal film free of stress. Errors in the inputs are a separate matter: the site density of a low-index fcc plane changes $B$ by up to about 24 % in either direction, and a temperature error of 10 K changes it by about 10 %.

## The real case

The inputs are round numbers chosen to represent a metal film on an inert substrate; none is meant as a measured value for a particular metal. The diffusivity is the least certain of them. It depends on surface orientation and cleanliness, and since $B\propto D$, a factor of ten in $D$ is a factor of ten in $B$. Real films also break the assumption of an isotropic surface. The mild anisotropy above moves $B$ by 30 %, while a truly faceted surface needs a different equation and not merely a corrected $B$. Grain boundaries and film stress are further departures, and they can outweigh everything in the list above. Where a grain boundary meets the surface, (5) with a fixed slope $m$ at the boundary gives a groove of depth $0.78\,m\,(Bt)^{1/4}$. For a boundary energy of one third of $\gamma$, $m\approx0.17$, and between grains several hundred nanometres wide the groove is about 10 nm deep at $t=\tau$, twice the ripple amplitude. An in-plane stress $\sigma$ lowers the decay rate by the fraction $2(1-\nu_P^2)\sigma^2/(Y\gamma q)$ if film and substrate have the same Young's modulus $Y$ and Poisson ratio $\nu_P$. With rough values $Y=80$ GPa and $\nu_P=0.37$ this is 2 % at 100 MPa and about 40 % at 500 MPa, and at 1 GPa the ripple would grow. The value $2.9\times10^{-29}$ m⁴/s is thus the correct result for the stated data, and for a real film of this kind it serves at best as an order of magnitude. The numerical output below lists the values used.

## Computed values

```
surface diffusivity D = 1.0e-10 m^2/s
surface energy gamma = 1.0 J/m^2
atomic volume Omega = 2.0e-29 m^3
site density nu = 1.0e+19 1/m^2
temperature T = 1000 K
Boltzmann constant = 1.380649e-23 J/K
thermal energy k_B T = 1.3806e-20 J
numerator D gamma Omega^2 nu = 4.000e-49 J m^4/s
Mullins coefficient B = 2.897e-29 m^4/s
B converted = 2.897e+07 nm^4/s
B from column model = 2.894e-29 m^4/s
short/long ripple rate, half wavelength = 15.95
ripple wavelength = 500 nm
ripple amplitude = 5 nm
film thickness = 50 nm
ripple wavenumber q = 0.01257 1/nm
ripple decay time tau = 1.384 s
capillary time thickness^4/B = 0.216 s
capillary length gamma Omega/k_B T = 1.449 nm
crest gamma Omega curvature/k_B T = 1.14e-03
largest initial slope = 0.0628
finite-slope change of mean rate over 1 s = -0.156 %
anisotropy strength chosen = 0.02
stiffness/mean surface energy = 0.700
site density Omega^(-2/3) = 1.357e+19 1/m^2
change of B with that density = 35.7 %
rough activation energy = 1.0 eV
d ln B/d ln T = 10.60
change of B for +10 K = 11.1 %
rough volume diffusivity = 1.0e-14 m^2/s
volume/surface diffusion decay rate = 2.22 %
rough vapour pressure = 1.0e-05 Torr
rough atomic mass = 100 u
evaporation/surface diffusion decay rate = 7.03e-05
mean recession by evaporation during tau = 0.308 nm
```
